# The Inelastic Hadron Tensor and the Spin of Pointlike Constituents: a numerical check

```python
# Result under test: an unpolarized, conserved, parity-even hadron tensor
#   M*W = F1*(-g + q q/q^2) + F2/(P.q) * Phat Phat,  Phat = P - q (P.q)/q^2,
# with F1 = M*W1 and F2 = nu*W2, gives F2 = 2 x F1 for free collinear
# point constituents of spin 1/2, and F1 = 0 for those of spin 0.
# P: hadron momentum, M: its mass, q: photon momentum, Q2 = -q^2,
# x = Q2/(2 P.q), nu = P.q/M, y = P.q/P.k with k the lepton momentum,
# xi: momentum fraction, m and kT: constituent mass, transverse momentum.
# Natural units, energies in GeV, metric (+,-,-,-).
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.special import beta

metric = np.diag([1.0, -1.0, -1.0, -1.0])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
zero2 = np.zeros((2, 2))
gamma = np.array([np.diag([1, 1, -1, -1]).astype(complex)] +
                 [np.block([[zero2, s], [-s, zero2]]) for s in pauli])


def dot(a, b):
    return a @ metric @ b


def on_shell(vec, mass):
    vec = np.array(vec, dtype=float)
    return np.array([np.sqrt(mass**2 + vec @ vec), *vec])


def spinor(p, mass, spin):
    chi = np.eye(2)[spin]
    root = np.sqrt(p[0] + mass)
    lower = np.einsum('i,iab,b->a', p[1:], pauli, chi) / root
    return np.concatenate([root * chi, lower])


def dirac_current(p_out, s_out, p_in, s_in, mass):
    bar = spinor(p_out, mass, s_out).conj() @ gamma[0]
    return np.array([bar @ gm @ spinor(p_in, mass, s_in) for gm in gamma])


def spin_half_tensor(p_in, p_out, mass):
    total = np.zeros((4, 4), dtype=complex)
    for s_in, s_out in itertools.product(range(2), repeat=2):
        j = dirac_current(p_out, s_out, p_in, s_in, mass)
        total += 0.5 * np.outer(j, j.conj())
    assert np.abs(total.imag).max() < 1e-9 * np.abs(total).max()
    return total.real


def scalar_tensor(p_in, p_out):
    return np.outer(p_in + p_out, p_in + p_out)


def transverse_metric(q):
    return -metric + np.outer(q, q) / dot(q, q)


def hadron_form(F1, F2, P, q):
    Phat = P - q * dot(P, q) / dot(q, q)
    return F1 * transverse_metric(q) + F2 / dot(P, q) * np.outer(Phat, Phat)


def extract(tensor, P, q):
    Phat = P - q * dot(P, q) / dot(q, q)
    n2 = dot(Phat, Phat)
    G = np.sum(metric * tensor)
    H = (metric @ P) @ tensor @ (metric @ P)
    return (H / n2 - G) / 2, (3 * H / n2 - G) / 2 * dot(P, q) / n2


def breit(Q2, x, M):
    Q = np.sqrt(Q2)
    return on_shell([0, 0, Q / (2 * x)], M), np.array([0, 0, 0, -Q])


# Count of conserved tensor structures, without and with the parity-odd one
P_gen = on_shell([0.3, -0.4, 0.7], 1.0)
q_gen = np.array([0.9, 1.1, -0.6, 1.7])
P_low, q_low = metric @ P_gen, metric @ q_gen
levi = np.zeros((4, 4, 4, 4))
for perm in itertools.permutations(range(4)):
    levi[perm] = np.linalg.det(np.eye(4)[list(perm)])
structures = [metric, np.outer(P_gen, P_gen), np.outer(q_gen, q_gen),
              np.outer(P_gen, q_gen), np.outer(q_gen, P_gen),
              np.einsum('mnab,a,b->mn', levi, P_low, q_low)]
constraints = np.array([np.concatenate([q_low @ t, t @ q_low])
                        for t in structures]).T
n_even = 5 - np.linalg.matrix_rank(constraints[:, :5], tol=1e-9)
n_all = 6 - np.linalg.matrix_rank(constraints, tol=1e-9)
assert (n_even, n_all) == (2, 3)
trial = hadron_form(0.7, 0.3, P_gen, q_gen)
assert np.allclose(q_low @ trial, 0, atol=1e-12)
assert np.allclose(extract(trial, P_gen, q_gen), (0.7, 0.3))

# Constituent tensor from explicit spinors, for general on-shell momenta
a_in, a_out = on_shell([0.5, -1.2, 0.8], 0.3), on_shell([-1.1, 0.4, 2.0], 0.3)
dq = a_out - a_in
mid = a_in + dq / 2
closed = 4 * np.outer(mid, mid) - dot(dq, dq) * transverse_metric(dq)
assert np.allclose(spin_half_tensor(a_in, a_out, 0.3), closed, atol=1e-10)
assert np.allclose(scalar_tensor(a_in, a_out), 4 * np.outer(mid, mid))

# Scalar current from derivatives of plane waves at the origin
h = 1e-5
derived = np.zeros(4, dtype=complex)
for mu in range(4):
    step = h * np.eye(4)[mu]
    d_in = (np.exp(-1j * dot(a_in, step))
            - np.exp(1j * dot(a_in, step))) / (2 * h)
    d_out = (np.exp(1j * dot(a_out, step))
             - np.exp(-1j * dot(a_out, step))) / (2 * h)
    derived[mu] = metric[mu, mu] * 1j * (d_in - d_out)
assert np.allclose(derived, a_in + a_out, atol=1e-7)

# One-body phase space integrated over photon energy at fixed photon vector
E_out = a_out[0]
width = 1e-3
energies = np.linspace(E_out - 0.01, E_out + 0.01, 20001)
smear = np.exp(-(energies**2 - E_out**2)**2 / (2 * width**2))
smear /= width * np.sqrt(2 * np.pi)
assert abs(smear.sum() * (energies[1] - energies[0]) * 2 * E_out - 1) < 1e-5

# Model hadron
M, Q2, x = 1.0, 10.0, 0.25
charge_u, charge_d = 2 / 3, -1 / 3


def f_u(xi):
    return 2 * np.sqrt(xi) * (1 - xi)**3 / beta(1.5, 4)


def f_d(xi):
    return np.sqrt(xi) * (1 - xi)**4 / beta(1.5, 5)


def charge2_density(xi):
    return charge_u**2 * f_u(xi) + charge_d**2 * f_d(xi)


P, q = breit(Q2, x, M)
Pq = dot(P, q)
nu = Pq / M
gamma2 = 4 * x**2 * M**2 / Q2
Phat = P - q * Pq / dot(q, q)
assert np.isclose(dot(Phat, Phat), Pq * (1 + gamma2) / (2 * x))

# Weight f/xi: the forward current must equal 2 P times the total charge
number_u, number_d = quad(f_u, 0, 1)[0], quad(f_d, 0, 1)[0]
total_charge = charge_u * number_u + charge_d * number_d


def forward(xi, mu):
    p = xi * P
    j = sum(dirac_current(p, s, p, s, xi * M)[mu].real for s in range(2)) / 2
    return (charge_u * f_u(xi) + charge_d * f_d(xi)) / xi * j


for mu in (0, 3):
    assert np.isclose(quad(forward, 0, 1, args=(mu,), epsabs=1e-7)[0],
                      2 * P[mu] * total_charge, rtol=1e-6)
momentum = quad(lambda t: t * (f_u(t) + f_d(t)), 0, 1)[0]


# Hadron tensor by quadrature with a narrow Gaussian for the delta function
def slash(p):
    return np.einsum('m,mab->ab', metric @ p, gamma)


def hadron_tensor(spin_half):
    rel = 1e-3
    grid = x * (1 + np.linspace(-8 * rel, 8 * rel, 401))
    total = np.zeros((4, 4))
    for xi in grid:
        p, mass = xi * P, xi * M
        if spin_half:
            t = np.einsum('ab,mbc,cd,nda->mn', slash(p + q) + mass * np.eye(4),
                          gamma, slash(p) + mass * np.eye(4), gamma).real / 2
        else:
            t = scalar_tensor(p, p + q)
        w = rel * Q2
        arg = dot(p + q, p + q) - mass**2
        delta = np.exp(-arg**2 / (2 * w**2)) / (w * np.sqrt(2 * np.pi))
        total += charge2_density(xi) / xi * 0.5 * delta * t
    return total * (grid[1] - grid[0])


F1_half, F2_half = extract(hadron_tensor(True), P, q)
F1_zero, F2_zero = extract(hadron_tensor(False), P, q)
F1_law, F2_law = charge2_density(x) / 2, x * charge2_density(x)
# Finite delta width leaves relative errors of order 1e-6 to 1e-5
assert abs(F1_half / F1_law - 1) < 1e-4
assert abs(F2_half / F2_law - 1) < 1e-4
assert abs(F2_half / (2 * x * F1_half) - 1) < 1e-4
assert abs(F1_zero) < 1e-4 * F1_law
assert abs(F2_zero / F2_law - 1) < 1e-4


# Contraction with a spinor-built massless lepton tensor
def reduced_strength(F1, F2, y):
    Pk = Pq / y
    energy = (Pk - Pq / 2) / P[0]
    k = np.array([energy, np.sqrt(energy**2 - Q2 / 4), 0, -np.sqrt(Q2) / 2])
    assert np.isclose(dot(P, k), Pk) and abs(dot(k, k)) < 1e-9 * energy**2
    lepton = metric @ spin_half_tensor(k, k - q, 0.0) @ metric
    value = np.sum(lepton * hadron_form(F1, F2, P, q)) * y / (4 * Pk)
    mass_term = M**2 * x * y / (2 * Pk)
    assert np.isclose(value, x * y**2 * F1 + (1 - y - mass_term) * F2)
    return value / F2, mass_term


y_rows = []
for y in (0.1, 0.5, 0.9):
    half, mass_term = reduced_strength(F1_law, F2_law, y)
    scalar, _ = reduced_strength(0.0, F2_law, y)
    assert np.isclose(half + mass_term, (1 + (1 - y)**2) / 2)
    assert np.isclose(scalar + mass_term, 1 - y)
    y_rows.append((y, half, scalar, mass_term))

# Breit-frame amplitudes for collinear motion
m, kT = 0.3, 0.4
Q = np.sqrt(Q2)
b_in, b_out = on_shell([0, 0, Q / 2], m), on_shell([0, 0, -Q / 2], m)
same = dirac_current(b_out, 0, b_in, 0, m)
flip = dirac_current(b_out, 1, b_in, 0, m)
assert np.isclose(same[0], 2 * m) and abs(same[1]) < 1e-10
assert np.isclose(abs(flip[1]), Q) and abs(flip[0]) < 1e-10
scalar_j = b_in + b_out
assert abs(scalar_j[1]) < 1e-12


# Constituents with mass and transverse momentum, averaged over azimuth
def ratio_R(Q2_value, spin_half):
    P_b, q_b = breit(Q2_value, x, M)
    total = np.zeros((4, 4))
    for phi in 2 * np.pi * np.arange(8) / 8:
        p = on_shell([kT * np.cos(phi), kT * np.sin(phi),
                      np.sqrt(Q2_value) / 2], m)
        assert np.isclose(dot(p + q_b, p + q_b), m**2, atol=1e-8)
        total += (spin_half_tensor(p, p + q_b, m) if spin_half
                  else scalar_tensor(p, p + q_b)) / 8
    F1, F2 = extract(total, P_b, q_b)
    g2 = 4 * x**2 * M**2 / Q2_value
    return (1 + g2) * F2 / (2 * x * F1) - 1, F2 / (2 * x * F1)


limit_rows = []
for value in (10.0, 100.0, 1000.0):
    R_half, cg = ratio_R(value, True)
    R_zero, inverse = ratio_R(value, False)
    assert np.isclose(R_half, 4 * (m**2 + kT**2) / (value + 2 * kT**2),
                      rtol=1e-6)
    assert np.isclose(R_zero, (value + 4 * m**2 + 4 * kT**2) / (2 * kT**2),
                      rtol=1e-6)
    limit_rows.append((value, R_half, cg, R_zero, 1 / inverse))
assert abs(limit_rows[-1][2] - 1) < abs(limit_rows[0][2] - 1) / 50
assert limit_rows[-1][4] < limit_rows[0][4] / 50

print(f"conserved structures, parity even: {n_even}")
print(f"conserved structures, parity-odd one included: {n_all}")
print(f"hadron mass M = {M:.1f} GeV")
print(f"Q2 = {Q2:.1f} GeV^2, x = {x:.2f} (dimensionless)")
print(f"P.q = {Pq:.1f} GeV^2, nu = {nu:.1f} GeV")
print(f"final hadronic mass squared = {dot(P + q, P + q):.1f} GeV^2")
print(f"gamma^2 = 4 x^2 M^2/Q2 = {gamma2:.4f} (dimensionless)")
print(f"number of charge +2/3 constituents = {number_u:.4f}")
print(f"number of charge -1/3 constituents = {number_d:.4f}")
print(f"total charge = {total_charge:.4f} e")
print(f"momentum fraction of charged constituents = {momentum:.4f}")
print(f"f_u(x) = {f_u(x):.4f}, f_d(x) = {f_d(x):.4f} (dimensionless)")
print(f"charge-squared density at x = {charge2_density(x):.4f}")
print("Smeared-delta quadrature, dimensionless:")
print(f"  spin 1/2: F1 = {F1_half:.4f}, F2 = {F2_half:.4f}")
print(f"  spin 1/2: F2/(2 x F1) = {F2_half / (2 * x * F1_half):.4f}")
print(f"  spin 0: F1 = {round(F1_zero, 4) + 0.0:.4f}, F2 = {F2_zero:.4f}")
print(f"Closed formulas: F1 = {F1_law:.4f}, F2 = {F2_law:.4f}")
print(f"spin 1/2: W1 = {F1_half / M:.4f} GeV^-1")
print(f"spin 1/2: W2 = {F2_half / nu:.5f} GeV^-1")
print("Lepton contraction times y/(4 P.k F2), dimensionless:")
for y, half, scalar, mass_term in y_rows:
    print(f"  y = {y:.1f}: spin 1/2 {half:.4f}, spin 0 {scalar:.4f}, "
          f"mass term {mass_term:.5f}")
print(f"constituent mass m = {m:.1f} GeV, kT = {kT:.1f} GeV")
print("Breit-frame amplitudes, collinear, Q2 = 10 GeV^2:")
print(f"  Q = {Q:.4f} GeV")
print(f"  spin 1/2 charge, same Sz: {abs(same[0]):.4f} GeV")
print(f"  spin 1/2 transverse x, flipped Sz: {abs(flip[1]):.4f} GeV")
print(f"  spin 0 charge: {scalar_j[0]:.4f} GeV")
print(f"  spin 0 transverse x: {abs(scalar_j[1]):.4f} GeV")
print("With m and kT at the same x, dimensionless ratios:")
for value, R_half, cg, R_zero, small in limit_rows:
    print(f"  Q2 = {value:.0f} GeV^2, spin 1/2: R = {R_half:.5f}, "
          f"F2/(2xF1) = {cg:.5f}")
    print(f"  Q2 = {value:.0f} GeV^2, spin 0: R = {R_zero:.2f}, "
          f"2xF1/F2 = {small:.6f}")
print("all good")
```

It prints:

```
conserved structures, parity even: 2
conserved structures, parity-odd one included: 3
hadron mass M = 1.0 GeV
Q2 = 10.0 GeV^2, x = 0.25 (dimensionless)
P.q = 20.0 GeV^2, nu = 20.0 GeV
final hadronic mass squared = 31.0 GeV^2
gamma^2 = 4 x^2 M^2/Q2 = 0.0250 (dimensionless)
number of charge +2/3 constituents = 2.0000
number of charge -1/3 constituents = 1.0000
total charge = 1.0000 e
momentum fraction of charged constituents = 0.7762
f_u(x) = 4.1528, f_d(x) = 2.1413 (dimensionless)
charge-squared density at x = 2.0836
Smeared-delta quadrature, dimensionless:
  spin 1/2: F1 = 1.0418, F2 = 0.5209
  spin 1/2: F2/(2 x F1) = 1.0000
  spin 0: F1 = 0.0000, F2 = 0.5209
Closed formulas: F1 = 1.0418, F2 = 0.5209
spin 1/2: W1 = 1.0418 GeV^-1
spin 1/2: W2 = 0.02605 GeV^-1
Lepton contraction times y/(4 P.k F2), dimensionless:
  y = 0.1: spin 1/2 0.9049, spin 0 0.8999, mass term 0.00006
  y = 0.5: spin 1/2 0.6234, spin 0 0.4984, mass term 0.00156
  y = 0.9: spin 1/2 0.4999, spin 0 0.0949, mass term 0.00506
constituent mass m = 0.3 GeV, kT = 0.4 GeV
Breit-frame amplitudes, collinear, Q2 = 10 GeV^2:
  Q = 3.1623 GeV
  spin 1/2 charge, same Sz: 0.6000 GeV
  spin 1/2 transverse x, flipped Sz: 3.1623 GeV
  spin 0 charge: 3.2187 GeV
  spin 0 transverse x: 0.0000 GeV
With m and kT at the same x, dimensionless ratios:
  Q2 = 10 GeV^2, spin 1/2: R = 0.09690, F2/(2xF1) = 1.07015
  Q2 = 10 GeV^2, spin 0: R = 34.37, 2xF1/F2 = 0.028975
  Q2 = 100 GeV^2, spin 1/2: R = 0.00997, F2/(2xF1) = 1.00745
  Q2 = 100 GeV^2, spin 0: R = 315.63, 2xF1/F2 = 0.003166
  Q2 = 1000 GeV^2, spin 1/2: R = 0.00100, F2/(2xF1) = 1.00075
  Q2 = 1000 GeV^2, spin 0: R = 3128.12, 2xF1/F2 = 0.000320
all good
```
